# Gate-dependent subthreshold swing of SiC MOSFETs with exponential interface states, part 1

(Sections cited here and not found follow in the second part.)

## I. From the interface states to the swing

**Definitions and conventions.** The device is an n-channel MOSFET on a p-type silicon-carbide body with acceptor density $N_A$. The subthreshold swing is the gate-voltage increase needed to raise the drain current tenfold, taken locally:

$$S=\frac{dV_G}{d\log_{10}I}=\ln 10\,\frac{dV_G}{d\ln I}. \tag{1}$$

The electron charge is $-q$, with $q>0$. The thermal voltage is $\varphi=kT/q$. The surface potential $\psi$ is the downward band bending at the surface divided by $q$, positive when electrons are attracted. All capacitances and charges are per unit area. The gate voltage $V_G$ is measured from flat band of the structure without interface or oxide charge, so the work-function difference has been absorbed into its zero.

Let $\Delta$ be the energy by which the Fermi level lies below the conduction-band edge $E_c$ at the surface. Its value in the neutral body is $\Delta_b$. Bending the bands down by $q\psi$ brings the edge closer to the Fermi level, so

$$\Delta=\Delta_b-q\psi,\qquad d\Delta=-q\,d\psi. \tag{2}$$

The interface states are fixed relative to the band edges at the surface. Their density per unit area and energy is, inside the gap,

$$D(E)=D_m+D_e\,e^{(E-E_c)/E_0}. \tag{3}$$

Here $D_m$ is a uniform background, $D_e$ is the height of the exponential tail at the band edge, and $E_0$ is the energy over which the tail changes by a factor $e$. Two derived quantities recur: $\varphi_0=E_0/q$ and $a=kT/E_0=\varphi/\varphi_0$.

**Charge balance.** States in the upper half of the gap are taken as acceptors, negative when filled; those in the lower half as donors, positive when empty. With $f$ the Fermi function and $E_i$ the middle of the gap, the net number of trapped electrons per area is

$$N_{it}=\int_{E_i}^{E_c}\!Df\,dE-\int_{E_v}^{E_i}\!D(1-f)\,dE
=\int_{E_v}^{E_c}\!Df\,dE-\int_{E_v}^{E_i}\!D\,dE. \tag{4}$$

The last integral does not depend on the Fermi level. The choice of donors and acceptors therefore shifts the gate voltage but leaves the swing of a device with fixed mobility unchanged.

The gate voltage is the sum of the band bending and the oxide voltage. The latter is the magnitude of the negative charge at and below the interface, divided by the oxide capacitance $C_{ox}$:

$$V_G=\psi+\frac{Q_d(\psi)+qN_{it}(\Delta)+qN}{C_{ox}}. \tag{5}$$

$Q_d$ is the magnitude of the depletion charge and $N$ the sheet density of mobile electrons. In weak inversion $qN$ contributes a capacitance of about $qN/\varphi$. It will be dropped from (5), which requires $qN/\varphi\ll C_{ox}$; the mobile electrons still carry the current.

**Depletion charge.** Let $\psi'(z)$ be the local band bending at depth $z$. With the acceptors ionized and the holes following Boltzmann statistics, the charge density is $-qN_A(1-e^{-\psi'/\varphi})$. Poisson's equation reads

$$\frac{d^2\psi'}{dz^2}=\frac{qN_A}{\varepsilon_s}\left(1-e^{-\psi'/\varphi}\right), \tag{6}$$

where $\varepsilon_s$ is the semiconductor permittivity. Multiplication by $d\psi'/dz$ turns the left side into the derivative of $\tfrac12(d\psi'/dz)^2$. Integrating from the neutral body, where both potential and field vanish, gives for the surface field $F$

$$F^2=\frac{2qN_A}{\varepsilon_s}\left[\psi-\varphi\left(1-e^{-\psi/\varphi}\right)\right]
\simeq\frac{2qN_A}{\varepsilon_s}(\psi-\varphi). \tag{7}$$

The approximation holds for $\psi\gg\varphi$. Gauss's law gives $Q_d=\varepsilon_sF$, and differentiation gives the depletion capacitance

$$Q_d=\sqrt{2\varepsilon_sqN_A(\psi-\varphi)},\qquad
C_d=\frac{dQ_d}{d\psi}=\sqrt{\frac{\varepsilon_sqN_A}{2(\psi-\varphi)}}. \tag{8}$$

Because SiC has a wide gap, $\psi$ in weak inversion is of the order of volts. A change of a few tenths of a volt alters $C_d$ only slightly, which allows it to be frozen at a reference point.

**Trap capacitance.** Suppose the states stay in equilibrium with the channel electrons during the measurement. Measure energy from the band edge, $e=E-E_c$. Then

$$f=\frac{1}{1+e^{(e+\Delta)/kT}},\qquad
\frac{\partial f}{\partial\Delta}=\frac{\partial f}{\partial e}. \tag{9}$$

With $d\Delta/d\psi=-q$ from (2), the trap capacitance is

$$C_{it}=q\frac{dN_{it}}{d\psi}
=q^2\int D\left(-\frac{\partial f}{\partial e}\right)de. \tag{10}$$

One factor $q$ converts trapped electrons into charge and the other converts band bending into energy. If $D$ is quoted per eV, $q^2D$ is numerically the elementary charge in coulombs times that density.

The weight $-\partial f/\partial e$ has unit area, so the uniform background contributes $q^2D_m$, apart from exponentially small losses at the band edges. For the tail set $t=(e+\Delta)/kT$. Then $e/E_0=at-\Delta/E_0$, and

$$C_{\rm tail}=q^2D_e\,e^{-\Delta/E_0}J(a),\qquad
J(a)=\int_{-\infty}^{\infty}\frac{e^{at}e^t}{(1+e^t)^2}\,dt. \tag{11}$$

The integration limits have been extended to infinity; the error is found below. To evaluate $J$, use the occupation itself as the variable, $s=1/(1+e^t)$. Then $e^t=(1-s)/s$ and $ds=-e^t(1+e^t)^{-2}dt$. The minus sign is removed by reversing the limits:

$$J(a)=\int_0^1s^{-a}(1-s)^a\,ds
=\frac{\Gamma(1-a)\Gamma(1+a)}{\Gamma(2)}. \tag{12}$$

This is Euler's beta integral. Since $\Gamma(2)=1$, $\Gamma(1+a)=a\Gamma(a)$ and $\Gamma(a)\Gamma(1-a)=\pi/\sin\pi a$,

$$J(a)=\frac{\pi a}{\sin\pi a},\qquad 0<a<1. \tag{13}$$

For a slowly varying tail, $a\to0$, this tends to one and the capacitance samples the density at the Fermi level. For finite $a$ the factor exceeds one: the thermal weight is symmetric about the Fermi level, and the exponential density gains more above that level than it loses at the same distance below. Setting the derivative of the logarithm of the integrand in (11) to zero gives $e^t=(1+a)/(1-a)$, so the largest contribution comes from above the Fermi level.

**The band-edge cut.** The states end at $e=0$, or $t=\Delta/kT$. Beyond that point the thermal weight is nearly $e^{-t}$, so the part wrongly included in $J$ is

$$\int_{\Delta/kT}^{\infty}e^{-(1-a)t}\,dt
=\frac{e^{-(1-a)\Delta/kT}}{1-a}. \tag{14}$$

Relative to the tail capacitance, the error is this quantity divided by $J(a)$. It is small when $(1-a)\Delta\gg kT$. The result therefore fails when the Fermi level comes close to the band edge, and also when $a$ approaches one.

For $a>1$ the density rises faster than the Fermi weight falls. If also $(a-1)\Delta\gg kT$ and $\Delta\gg kT$, so that the thermal weight at the edge is nearly $e^{-t}$, the integral is dominated by the band edge, and its leading value is $e^{(a-1)\Delta/kT}/(a-1)$. Multiplication by $e^{-\Delta/E_0}=e^{-a\Delta/kT}$ gives

$$C_{\rm tail}\simeq\frac{q^2D_e}{a-1}e^{-\Delta/kT},\qquad (a-1)\Delta\gg kT,\quad \Delta\gg kT. \tag{15}$$

The capacitance then follows the free-electron density and no longer samples states near the Fermi level. The rest of the derivation takes $a<1$.

**Electron density and current.** For a nondegenerate surface the electron concentration at local band bending $\psi'$ is $N_c\exp[-(\Delta_b-q\psi')/kT]$, where $N_c$ is the effective conduction-band density of states. Since $dz=-d\psi'/F(\psi')$, the sheet density is

$$N=\int_0^\psi\frac{N_ce^{-(\Delta_b-q\psi')/kT}}{F(\psi')}\,d\psi'
\simeq\frac{N_c\varphi}{F(\psi)}e^{-\Delta/kT}. \tag{16}$$

The electrons occupy the last few $\varphi$ of band bending, over which the field changes little; this justifies taking $F$ outside the integral. With (7),

$$\frac{d\ln N}{d\psi}=\frac1\varphi-\frac{1}{2(\psi-\varphi)}. \tag{17}$$

The second term describes the thinning of the electron layer as the field rises. Relative to the first it is about $\varphi/(2\psi)$ and will be neglected.

Let $V$ be the electron quasi-Fermi potential along the channel, zero at the source and $V_D$ at the drain. For channel width $Z$, length $L$ and constant mobility $\mu$, current continuity gives

$$I=\mu\frac{Z}{L}\int_0^{V_D}qN\,dV
\simeq\mu\frac{Z}{L}qNV_D,\qquad V_D\ll\varphi. \tag{18}$$

At fixed small $V_D$ the current is proportional to $N$, so $d\ln I/d\psi=1/\varphi$.

**The local swing.** Differentiating (5) without the mobile charge gives

$$\frac{dV_G}{d\psi}=1+\frac{C_d+C_{it}}{C_{ox}}. \tag{19}$$

Dividing by $d\ln I/d\psi$ as (1) requires yields

$$S=\ln10\,\varphi\left(1+\frac{C_d+C_{it}}{C_{ox}}\right). \tag{20}$$

It is useful to separate the constant and rising parts:

$$n_d=1+\frac{C_d}{C_{ox}},\qquad
n_0=n_d+\frac{q^2D_m}{C_{ox}},\qquad
x=\frac{q^2D_eJ(a)}{n_0C_{ox}}e^{-\Delta/E_0}. \tag{21}$$

Then, with $C_d$ frozen,

$$S=S_0(1+x),\qquad S_0=\ln10\,\varphi\,n_0. \tag{22}$$

The number $x$ is the tail capacitance relative to $n_0C_{ox}$. It measures how much of the gate-voltage increase is spent on filling the tail.

**Swing against current.** Choose a reference state with values $\Delta_r$, $V_r$, $I_r$ and $x_r$. The current varies as $e^{-\Delta/kT}$ and $x$ as $e^{-\Delta/E_0}=(e^{-\Delta/kT})^a$. Hence

$$x=x_r\left(\frac{I}{I_r}\right)^a,\qquad
S=S_0+S_0x_r\left(\frac{I}{I_r}\right)^a. \tag{23}$$

The rising part of the swing is a power of the current whose exponent is the thermal energy divided by the tail energy.

**Swing against gate voltage.** From (2) and (21), $x=x_re^{(\psi-\psi_r)/\varphi_0}$. Equation (19) becomes $dV_G/d\psi=n_0(1+x)$. Since the integral of $x$ over $\psi$ is $\varphi_0x$,

$$V_G-V_r=n_0\left[(\psi-\psi_r)+\varphi_0(x-x_r)\right]. \tag{24}$$

Insert $\psi-\psi_r=\varphi_0\ln(x/x_r)$, divide by $n_0\varphi_0$ and collect terms:

$$\ln x+x=\ln x_r+x_r+\frac{V_G-V_r}{n_0\varphi_0}. \tag{25}$$

The exponential of the left side is $xe^x$. For positive argument, the Lambert function $\mathcal W(y)$ is the unique positive solution of $\mathcal We^{\mathcal W}=y$. Thus

$$x=\mathcal W\!\left(x_r\exp\!\left[x_r+\frac{V_G-V_r}{n_0\varphi_0}\right]\right), \tag{26}$$

$$S(V_G)=\ln10\,\varphi\,n_0\left\{1+\mathcal W\!\left(x_r\exp\!\left[x_r+\frac{V_G-V_r}{n_0\varphi_0}\right]\right)\right\}. \tag{27}$$

At low gate voltage $\mathcal W(y)\simeq y$, and the excess over $S_0$ rises exponentially with voltage scale $n_0\varphi_0$. If $x$ could become large while the device remained in weak inversion, (25) would make it nearly linear in $V_G$: most of each voltage increment would go into trap charge, slowing the motion of the Fermi level. That upper limit is usable only if the neglect of mobile charge and of the band-edge cut still holds there.

## II. Why one swing is not enough, and a worked device

From the first half, $\varphi=kT/q$, $\varphi_0=E_0/q$ and $a=kT/E_0<1$. The Fermi level lies $\Delta$ below the conduction-band edge at the surface, and $x\propto e^{-\Delta/E_0}$ is the tail capacitance divided by $n_0C_{ox}$. The factor $n_d=1+C_d/C_{ox}$ contains depletion, and $n_0$ adds the uniform trap background. At small drain bias $S=S_0(1+x)$, with $S_0=\ln10\,\varphi n_0$; $x$ varies as $I^a$ and depends on gate voltage through (26).

**How the swing varies with gate voltage.** Since $dx/d\psi=x/\varphi_0$ and $d\psi/dV_G=1/[n_0(1+x)]$,

$$\frac{dS}{dV_G}=\frac{S_0}{n_0\varphi_0}\frac{x}{1+x}
=\ln10\;a\,\frac{x}{1+x}. \tag{28}$$

With $C_d$ frozen, this is positive whenever $D_e>0$, and the logarithm of the current is a curved function of gate voltage. The swing then approaches $S_0$ towards low current, where $x\ll1$, but has no second plateau at higher current. Where the tail is very small, the slow fall of $C_d$ with band bending outweighs it. In the device below this happens for $\Delta$ above about 0.7 eV; the swing there is nearly constant and falls slightly as the gate voltage rises. With $D_e=0$ it reduces to the constant $S_0$, apart from the neglected drift of $C_d$, the layer-thickness correction and the mobile charge.

**The average depends on the window.** Let the tail parts of the swing at currents $I_1$ and $I_2$ be $T_1=S_0x_1$ and $T_2=S_0x_2$. Write $\ell=\ln(I/I_1)$, with end value $\ell_2$. Then $S=S_0+T_1e^{a\ell}$, and the average over the window is

$$\bar S=\frac1{\ell_2}\int_0^{\ell_2}(S_0+T_1e^{a\ell})\,d\ell
=S_0+\frac{T_1(e^{a\ell_2}-1)}{a\ell_2}. \tag{29}$$

But $T_1e^{a\ell_2}=T_2$ and $a\ell_2=\ln(T_2/T_1)$, so

$$\bar S=\frac{V_2-V_1}{\log_{10}(I_2/I_1)}
=S_0+\frac{T_2-T_1}{\ln(T_2/T_1)}. \tag{30}$$

The last term is the logarithmic mean of the two tail parts. Moving either end of the window changes it. A quoted swing needs its current range, and it cannot be extrapolated safely outside that range.

**What one swing says about the traps.** Solving (20) for the trap capacitance defines an inferred density

$$D_S=\frac{C_{ox}}{q^2}\left(\frac{S}{\ln10\,\varphi}-n_d\right)
=D_m+J(a)D_ee^{-\Delta/E_0}. \tag{31}$$

It is a thermal average belonging to one position of the Fermi level. It determines neither $D_e$ nor $E_0$ separately.

This part has derived the small-drain-bias swing as a function of current and gate voltage, and shown that a single swing value determines neither $D_e$ nor $E_0$ separately. What remains is the swing at large drain bias, a worked device, and estimates of the effects left out of the model.
